# Density Relaxation of a Molecule in the Field of Its Periodic Images, part 1

(Sections cited here and not found follow in the second part.)

## The image potential and the order of the relaxation

**Q.** You place a molecule in a periodic cell and correct its energy with electrostatics worked out for the density of the isolated molecule. But the images pull on the electrons, so the density in the cell is a different one. Why should I trust a correction built on the wrong density?

**A.** Because the error made in this way can be calculated. We need two energies to compare. Take a cubic cell of side $L$ and volume $V=L^3$, with the nuclei clamped and the number of electrons fixed. Let $\rho(\mathbf r)$ be the total charge density of one molecule, nuclei counted positive and electrons negative, in Hartree atomic units. For any electronic state of the molecule, let $E_{\rm iso}$ be its energy without images and $W[\rho]$ the interaction energy with the images, per cell. The isolated ground state has energy $E_0$ and density $\rho_0$. Then

$$E_{\rm frozen}=E_0+W[\rho_0],\qquad E_{\rm sc}=\min_{\rm states}\left(E_{\rm iso}+W[\rho]\right),$$

and the quantity you are worried about is the relaxation energy

$$\Delta E=E_{\rm sc}-E_{\rm frozen}.$$

The isolated ground state is one of the states admitted in the minimisation, so $E_{\rm sc}\le E_{\rm frozen}$ and $\Delta E\le 0$. The size of $\Delta E$ is still open.

**Q.** The sum $E_{\rm iso}+W$ already assumes that the molecules interact as classical charge clouds. What about exchange and correlation between cells?

**A.** That is an assumption, and it sets the regime. I take the cell large enough that the densities of neighbouring molecules do not overlap. Exchange between the cells then vanishes in Hartree–Fock theory, and a semilocal density functional becomes a sum over separate molecules. What remains between cells is the electrostatic energy of mean densities. Correlated fluctuations of electrons in different cells are outside this mean-field description. They produce the dispersion energy, which falls off as the inverse sixth power of the distance between molecules. It therefore also scales as $L^{-6}$ and need not be smaller than the relaxation energy, so a method that describes it needs a separate correction. The question here is how the mean density responds to the mean field of the images.

**Q.** Then define $W$. A sum of Coulomb potentials over an infinite lattice does not converge without further instructions.

**A.** The instruction is that the electrostatic potential averages to zero over the cell. If the molecule has a net charge $q$, a uniform background of density $-q/V$ neutralises it. Let $G(\mathbf u)$ be the periodic potential of a unit point charge with its own background:

$$\nabla^2G=-4\pi\left[\sum_{\mathbf R}\delta(\mathbf u-\mathbf R)-\frac1V\right],\qquad \int_{\rm cell}G\,d^3u=0,$$

where $\mathbf R$ runs over the lattice vectors. The potential in the cell is $\phi(\mathbf r)=\int\rho(\mathbf r')G(\mathbf r-\mathbf r')\,d^3r'$. The electrostatic energy per cell is half the integral of $(\rho-q/V)\phi$, and the background term drops out because $\phi$ has zero average. Now write $G(\mathbf u)=1/u+\psi(\mathbf u)$. The part $1/u$ gives the Coulomb energy of the isolated molecule, which is already in $E_{\rm iso}$. The rest is

$$W[\rho]=\frac12\iint\rho(\mathbf r)\,\rho(\mathbf r')\,\psi(\mathbf r-\mathbf r')\,d^3r\,d^3r'.$$

**Q.** You have moved the difficulty into $\psi$. What is known about it?

**A.** Its form near the origin follows from Poisson's equation and symmetry. Since $\nabla^2(1/u)=-4\pi\delta(\mathbf u)$, subtracting $1/u$ removes the point charge at the origin, and for $u<L$

$$\nabla^2\psi=\frac{4\pi}{V}.$$

One solution is $2\pi u^2/(3V)$, because $\nabla^2u^2=6$. Any other solution differs from it by a function with zero Laplacian, and that function must have the symmetry of the cube. I go through it by polynomial degree.

- Degree 0: a constant is allowed.
- Odd degrees: these change sign under inversion and are excluded.
- Degree 2: reflections remove $xy$, $yz$ and $zx$. Interchange of the axes requires equal coefficients of $x^2$, $y^2$ and $z^2$, which leaves a multiple of $u^2$. Its Laplacian is not zero, so nothing is left.
- Degree 4: symmetry leaves $a(x^4+y^4+z^4)+b(x^2y^2+y^2z^2+z^2x^2)$. Its Laplacian is $(12a+4b)u^2$, so $b=-3a$.

With $u^4=x^4+y^4+z^4+2(x^2y^2+y^2z^2+z^2x^2)$, the degree-4 polynomial is proportional to

$$h(\mathbf u)=x^4+y^4+z^4-\tfrac35u^4
=\tfrac25\left[x^4+y^4+z^4-3(x^2y^2+y^2z^2+z^2x^2)\right].$$

A change of cell size rescales the potential of a unit charge as $\psi_L(\mathbf u)=\psi_1(\mathbf u/L)/L$. A term of degree $n$ therefore carries $L^{-n-1}$, and

$$\psi(\mathbf u)=\frac{c_0}{L}+\frac{2\pi}{3V}u^2+\frac{c_4}{L^5}h(\mathbf u)+O\!\left(\frac{u^6}{L^7}\right).$$

An Ewald sum gives $c_0=-2.837$. For $c_4$, expand the potential $1/|\mathbf u-\mathbf R|$ of each image. Along the $x$ axis its degree-4 term is $u^4P_4(R_x/R)/R^5$, with $P_4$ the Legendre polynomial, while $h=\frac25u^4$ there. For $L=1$ this means $\frac25c_4=\sum_{\mathbf R\ne0}P_4(R_x/R)/R^5$, and summing over a sphere of radius 30 gives $c_4=7.77$.

**Q.** What does the frozen density contribute, before anything relaxes?

**A.** Define the charge, dipole and second moment of a density by

$$q=\int\rho\,d^3r,\qquad \mathbf p=\int\rho\,\mathbf r\,d^3r,\qquad Q=\int\rho\,r^2\,d^3r.$$

The constant in $\psi$ contributes $c_0q^2/(2L)$. For the quadratic term use $|\mathbf r-\mathbf r'|^2=r^2-2\,\mathbf r\cdot\mathbf r'+r'^2$. The first and last terms each integrate to $qQ$ and the middle one to $-2p^2$, so

$$\frac12\cdot\frac{2\pi}{3V}\left(2qQ-2p^2\right)=\frac{2\pi}{3V}\left(qQ-p^2\right).$$

Therefore

$$W[\rho]=\frac{c_0q^2}{2L}+\frac{2\pi}{3V}\left(qQ-p^2\right)
+\frac{c_4}{2L^5}\iint\rho\,\rho'\,h(\mathbf r-\mathbf r')\,d^3r\,d^3r'+O(L^{-7}).$$

For a neutral molecule the leading term is $-2\pi p^2/(3V)$, of order $L^{-3}$.

**Q.** A first-order energy of order $L^{-3}$ comes from a potential of order $L^{-3}$. That potential acts on the electrons. I expect the relaxation to have the same order.

**A.** The potential and the change of density do have that order. The energy does not follow them. Let us first get the potential right. Change the density by $\delta\rho$. Because $\psi(\mathbf r-\mathbf r')$ is unchanged when $\mathbf r$ and $\mathbf r'$ are exchanged, the two cross terms in $W$ are equal, and

$$W[\rho+\delta\rho]=W[\rho]+\int v\,\delta\rho\,d^3r+\frac12\iint\delta\rho\,\delta\rho'\,\psi\,d^3r\,d^3r',$$

$$v(\mathbf r)=\int\psi(\mathbf r-\mathbf r')\rho(\mathbf r')\,d^3r'
={\rm constant}+\frac{2\pi}{3V}\left(q\,r^2-2\,\mathbf p\cdot\mathbf r\right)+O(L^{-5}).$$

For $q=0$ this is a uniform field at leading order:

$$\mathbf F=-\nabla v=\frac{4\pi\mathbf p}{3V}.$$

It points along the dipole and so tends to increase it.

**Q.** The interaction energy is $-2\pi p^2/(3V)=-\frac12\mathbf p\cdot\mathbf F$. With that factor one half, should the molecule not feel half the field?

**A.** No. The half in the energy prevents each pair of molecules from being counted twice when the energy is shared out among the cells. The force on the charges of one molecule comes from the full potential of all the others. The derivative says the same thing: $-\partial(-2\pi p^2/3V)/\partial p=4\pi p/(3V)$. When the dipole changes, the dipoles of all images change with it, and this supplies the factor two that removes the half.

**Q.** Now the order. Where does the second factor $L^{-3}$ come from?

**A.** From the fact that the isolated ground state is a minimum of $E_{\rm iso}$. Describe the states near it by real parameters $t_1,t_2,\dots$, all zero at the ground state. In Hartree–Fock theory they are the amplitudes that mix empty orbitals into occupied ones. No linear term appears in the energy:

$$E_{\rm iso}=E_0+\frac12\sum_{ij}A_{ij}t_it_j+O(t^3),\qquad
\rho=\rho_0+\sum_it_i\rho_i(\mathbf r)+O(t^2).$$

I assume a nondegenerate, stable ground state with a gap, so that the matrix $A$ is positive definite and independent of $L$. The interaction changes by

$$W[\rho]-W[\rho_0]=\sum_ig_it_i+O(L^{-3}t^2),\qquad g_i=\int v\,\rho_i\,d^3r=O(L^{-3}),$$

where $v$ is the potential made by $\rho_0$. To leading order we minimise $\frac12t^{T}At+g^{T}t$, writing the parameters as a column. The condition is $At=-g$, hence $t=-A^{-1}g=O(L^{-3})$. Inserting it,

$$\Delta E=\frac12g^{T}A^{-1}g-g^{T}A^{-1}g=-\frac12g^{T}A^{-1}g=O(L^{-6}).$$

The neglected terms, of the types $t^3$ and $L^{-3}t^2$, are of order $L^{-9}$.

**Q.** For an ion the potential contains $c_0q/L$, which is far larger than $L^{-3}$. You have dropped it.

**A.** It is a constant over the molecule. With the electron number fixed, every allowed change of density satisfies $\int\delta\rho\,d^3r=0$, so a constant potential does no work on it. The constant in $\psi$ drops out of the quadratic term in $\delta\rho$ for the same reason. What drives the relaxation of an ion is the part of $v$ that varies in space, and that begins at $L^{-3}$. If electrons could enter or leave the molecule, this argument would fail.

**Q.** Then is the energy correct through $L^{-6}$ once I add $\Delta E$ to the $L^{-3}$ term?

**A.** No. The frozen density still has its $L^{-5}$ term, which must be kept as well. The result concerns relaxation alone: its leading order is $L^{-6}$. It also has smaller terms. The potential has parts of order $L^{-3}$ and $L^{-5}$, so $g$ has both, and their product in $g^{T}A^{-1}g$ is of order $L^{-8}$.

**Q.** The matrix $A$ is formal. Can I obtain the $L^{-6}$ coefficient from a calculation on the isolated molecule?

**A.** Yes, by applying the image potential as an external perturbation. Let $\mathbf p_0$ be the dipole of $\rho_0$, and set

$$\lambda=\frac{2\pi}{3V},\qquad O(\mathbf r)=q\,r^2-2\,\mathbf p_0\cdot\mathbf r,\qquad
e(\lambda)=\min_{\rm states}\left(E_{\rm iso}+\lambda\int\rho\,O\,d^3r\right).$$

The minimum is taken over states near the isolated ground state, whose electrons stay in the region of the molecule where the expansion of $\psi$ holds. Over all states it need not exist: for a cation, or in a uniform field, an electron far from the molecule can lower the energy without bound. Let $\rho_\lambda$ be the minimising density and $B(\lambda)=\int\rho_\lambda O\,d^3r$. At the minimum a small change of state has no first-order effect, so $e'(\lambda)=B(\lambda)$. Hence

$$e(\lambda)=E_0+\lambda B(0)+\frac12\lambda^2B'(0)+O(\lambda^3).$$

The first two terms are the energy of the unrelaxed state in this perturbation, and the third is the gain from relaxation. Its linear driving term is the same $g$ as before, at order $L^{-3}$, so the gain is the same:

$$\Delta E=\frac12\lambda^2B'(0)+O(L^{-8}).$$

For each fixed state the bracket in $e(\lambda)$ is a straight line in $\lambda$. A minimum over a fixed set of straight lines, here those of the states near the ground state, is a concave function, so $B'(0)\le0$, in agreement with $\Delta E\le0$.

## The polar molecule, water and an ion

**Q.** Before you evaluate this for a polar molecule, tell me which symbols and results you are using.

**A.** The cell is a cube with $V=L^3$. The isolated molecule has energy $E_0$, charge $q$ and dipole $p_0$. The frozen-density interaction of a neutral molecule with its images is $-2\pi p_0^2/(3V)+O(L^{-5})$, and the field of the images is $F=4\pi p_0/(3V)$ along the dipole. The relaxation energy $\Delta E$ is the self-consistent energy minus the frozen-density energy. For any charge it equals $\frac12\lambda^2B'(0)+O(L^{-8})$, where $\lambda=2\pi/(3V)$ and $B(\lambda)$ is the expectation value of $O=qr^2-2\,\mathbf p_0\cdot\mathbf r$ in the isolated molecule perturbed by $\lambda O$.

**Q.** Then put $q=0$. What is $\Delta E$ in terms of the polarisability?

**A.** Let $z$ be the direction of the dipole, and take it to be a principal axis of the polarisability, with component $\alpha$. The perturbation is then $\lambda O=-2\lambda p_0z$ per unit charge. A field $F$ contributes $-Fz$ per unit charge, so $F=2\lambda p_0=4\pi p_0/(3V)$, as it should. In this field the dipole is $p_0+\alpha F=p_0+2\alpha\lambda p_0$ to first order. Therefore

$$B(\lambda)=-2p_0\left(p_0+2\alpha\lambda p_0\right),\qquad B'(0)=-4\alpha p_0^2,$$

$$\Delta E=\frac12\lambda^2\left(-4\alpha p_0^2\right)=-2\alpha p_0^2\left(\frac{2\pi}{3V}\right)^2=-\frac{8\pi^2\alpha p_0^2}{9V^2},$$

up to terms of order $L^{-8}$. In terms of the field this is $-\frac12\alpha F^2$.

The relaxation energy is of order $L^{-6}$, and for a neutral polar molecule in a cubic cell its leading term is $-\frac12\alpha F^2$. Still to come are the feedback of the growing dipole on the field, numerical tests for water and an ion, and the cases in which the result changes or fails.
